\section*{Short-range Rassolov–Chipman contact-density operators and their best range in Gaussian bases}

\section{The missing cusp}

The isotropic hyperfine coupling is proportional to the electron spin density at the nucleus. If that density is read off a wave function built from Gaussians, a global calculation is judged at a point where its basis is qualitatively wrong: the true function has a cusp there and a Gaussian expansion is flat. For one variational Gaussian in hydrogen the contact density is 24\% of the exact value. For the Li atom in a basis of eight Gaussians, treated below, the spin density at the nucleus is 27\% too small.

The remedy is to replace the delta function by an operator that samples a region of adjustable size $r_0$ around the nucleus and has the same expectation value in every bound eigenfunction. The name Rassolov--Chipman operators is used here for the family derived below, with a Gaussian cutoff. For approximate functions the result depends on $r_0$, so a best range exists only relative to a basis, or a family of bases, and an error measure.

\section{Statement}

Hartree atomic units are used. A point nucleus of charge $Z$ is fixed at the origin, and
\begin{equation}
H=-\tfrac12\sum_i\nabla_i^2+V ,
\end{equation}
where $V$ is a local, spin-independent potential containing the attraction to all nuclei and the electron repulsion. Let $f(r)$ be smooth, with $f(0)=1$ and with $f$ and its first three derivatives bounded. The choice used for numbers is
\begin{equation}
f(r)=e^{-r^2/r_0^2}.
\end{equation}
With $p_r=-i\,r^{-1}\partial_r r$ and $L$ the angular momentum about the nucleus, define for each electron
\begin{equation}
D=2f\frac{\partial V}{\partial r}-\frac{2f}{r^3}L^2-2p_rf'p_r+\tfrac12f''' .
\label{D}
\end{equation}
In $\partial V/\partial r_i$ the other electrons are held fixed, so each pair repulsion is differentiated in full for each of its two members.

\paragraph{Theorem.} Let $\Psi$ be a normalized bound eigenfunction of $H$ with the usual Coulomb regularity: $\Psi$ is continuous, and its gradient is bounded but may jump in direction where two particles meet. Let $s_i=1$ (density) or $s_i=2s_{z,i}$ (spin density). Then, for every $r_0$,
\begin{equation}
\Big\langle\sum_i s_iD_i\Big\rangle=4\pi\Big\langle\sum_i s_i\,\delta(\mathbf r_i)\Big\rangle .
\label{thm}
\end{equation}

\section{Proof}

Select one electron and write $u=r\Psi$, with the other coordinates as parameters. Then $\int|\Psi|^2d^3r=\int|u|^2dr\,d\Omega$, and $-\frac12\nabla^2$ acts on $u$ as $-\frac12\partial^2+L^2/(2r^2)$, where $\partial=\partial_r$. On $u$ the operator $p_r$ is $-i\partial$.

\paragraph{Lemma 1.} For $A=f\partial+\frac12f'$ one has $-2[H,A]=D$ for $r>0$.

The kinetic commutators are
\begin{align}
[-\tfrac12\partial^2,f\partial]&=-\tfrac12f''\partial-f'\partial^2,\\
[-\tfrac12\partial^2,\tfrac12f']&=-\tfrac14f'''-\tfrac12f''\partial .
\end{align}
Their sum is $-f'\partial^2-f''\partial-\frac14f'''=-\partial f'\partial-\frac14f'''$. A multiplicative function $g$ gives $[g,f\partial]=-fg'$, and $A$ commutes with $L^2$. Hence
\begin{equation}
[H,A]=-\partial f'\partial-\tfrac14f'''-f\frac{\partial V}{\partial r}+\frac{f}{r^3}L^2 .
\end{equation}
The last sign arises from $\partial_r(1/2r^2)=-1/r^3$. Multiplication by $-2$ and $\partial f'\partial=-p_rf'p_r$ give Eq.~\eqref{D}. The kinetic energies of the other electrons commute with $A$.

\paragraph{Lemma 2.} In a bound eigenfunction, $-2\langle[H,A]\rangle=4\pi\langle\delta(\mathbf r)\rangle$.

If $H$ could be moved freely from right to left, the expectation value of its commutator with $A$ would vanish. It cannot, because $v=Au$ does not vanish at the nucleus: $u(0)=0$, but $v(0)=f(0)u'(0)=u'(0)$. Two integrations by parts give
\begin{equation}
\int_0^\infty u^*v''dr=\big[u^*v'-u'^*v\big]_0^\infty+\int_0^\infty u''^*v\,dr
=|u'(0)|^2+\int_0^\infty u''^*v\,dr .
\end{equation}
The kinetic factor $-\frac12$ turns this into
\begin{equation}
\langle u|HAu\rangle=\langle Hu|Au\rangle-\tfrac12\int d\Omega\,|u'(0)|^2 .
\end{equation}
Since $Hu=Eu$, the first term on the right equals $\langle u|AHu\rangle$ and cancels in the commutator. Finally $u'=\Psi+r\partial_r\Psi\to\Psi$ at $r=0$, independent of direction, so the angular integral is $4\pi|\Psi|^2$. Integration over the other electrons proves the lemma.

Other coalescence points add nothing. There $\Psi$ has a bounded gradient, so $A\Psi$ is bounded and its gradient grows at most as the inverse distance $1/\epsilon$. A sphere of radius $\epsilon$ around the point has area of order $\epsilon^2$, and its surface term vanishes as $\epsilon\to0$. At the chosen nucleus $A\Psi=r^{-1}Au$ itself diverges as $1/r$, which is why a finite term survives there.

The factor $s_i$ commutes with $H$ and $A_i$ and passes through both lemmas. Summation over $i$ proves Eq.~\eqref{thm}. Only $f(0)=1$ fixed the boundary term, so the range is free.

\paragraph{Remark: infinite range.} For $r_0\to\infty$, $f\to1$ and its derivatives vanish. What remains is the Hiller--Sucher--Feinberg operator $2\,\partial V/\partial r-2L^2/r^3$. For the hydrogen 1s state it gives $2\langle r^{-2}\rangle=4$, which is $4\pi|\psi(0)|^2$ with $|\psi(0)|^2=1/\pi$. For the 2p state, $\langle r^{-2}\rangle=1/12$, $\langle r^{-3}\rangle=1/24$ and $L^2=2$ give $2/12-4/24=0$, as a function with a node at the nucleus requires. Without the angular term the answer would be wrong.

\paragraph{Remark: conditions.} A nonlocal potential, such as a pseudopotential, adds its own commutator with $A$. A relativistic Hamiltonian has a different kinetic commutator. Equation~\eqref{thm} as written does not cover these two cases. An extended nuclear charge still gives a local potential, and the identity then holds for the density at the center of the nucleus. The hyperfine coupling, however, calls for an average over the nuclear magnetization instead of this point value.

\section{Approximate functions}

Take a real s-type trial function $u$ of one electron in a central potential $W(r)$, with $h=-\frac12\partial^2+W$. Its short-range value is
\begin{equation}
D(r_0)=\int_0^\infty\left(2fW'u^2-2f'u'^2+\tfrac12f'''u^2\right)dr .
\label{radial}
\end{equation}

\paragraph{Lemma 3.} For any number $E$, let $\chi=(h-E)u$. Then
\begin{equation}
D(r_0)-u'(0)^2=-2\int_0^\infty\chi\,(f'u+2fu')\,dr .
\label{res}
\end{equation}

Two integrations by parts, with boundary terms that vanish because $u(0)=0$, give
\begin{equation}
\tfrac12\int f'''u^2=-\int f''uu'=\int f'(u'^2+uu'') .
\end{equation}
Therefore
\begin{equation}
D=\int\left(2fW'u^2-f'u'^2+f'uu''\right)dr .
\label{short}
\end{equation}
The delta value can be written as an integral too:
\begin{equation}
u'(0)^2=-\int(fu'^2)'dr=-\int\left(f'u'^2+2fu'u''\right)dr .
\end{equation}
Subtraction leaves $\int(2fW'u^2+f'uu''+2fu'u'')dr$. Now insert $u''=2(W-E)u-2\chi$. The terms without $\chi$ combine to
\begin{equation}
2\int\left[fW'u^2+f'(W-E)u^2+2f(W-E)uu'\right]dr
=2\int\left[f(W-E)u^2\right]'dr=0 ,
\end{equation}
because $Wu^2$ vanishes as $r$ at the nucleus. The terms with $\chi$ are Eq.~\eqref{res}.

Any variation of $D$ with $r_0$ thus reveals a nonzero residual of the Schr\"odinger equation. Agreement at two ranges does not show that the residual vanishes, because it can result from cancellation in the integral.

\paragraph{Corollary: small range.} A finite sum of s-type Gaussians has $u=R_0(r+O(r^3))$. Near the nucleus $u''$ vanishes and $Wu\to-ZR_0$, so $\chi=-ZR_0+O(r)$. To leading order Eq.~\eqref{res} becomes
\begin{equation}
D-R_0^2\simeq2ZR_0^2\int_0^\infty(rf'+2f)\,dr=2ZR_0^2\int_0^\infty f\,dr ,
\end{equation}
where $\int rf'dr=-\int f\,dr$ was used. With $\int f\,dr=\sqrt\pi\,r_0/2$,
\begin{equation}
D(r_0)=R_0^2\left(1+\sqrt\pi\,Zr_0+\dots\right).
\label{slope}
\end{equation}
The delta value is the limit $r_0\to0$, and for a given form of cutoff the relative increase to first order in $r_0$ is set by the nuclear charge alone. This is the start of the cusp correction. The expansion requires $r_0$ to be small compared with $\alpha_{\max}^{-1/2}$, the width of the tightest Gaussian.

\section{One Gaussian: the best range in closed form}

\paragraph{Proposition.} For a hydrogen-like atom and the trial function $u=Nre^{-\alpha r^2}$ with $\alpha>\pi Z^2/32$, $D(r_0)$ has a single maximum, at
\begin{equation}
\frac1{r_0^2}=\left(\frac{16\alpha^2}{Z\sqrt\pi}\right)^{2/3}-2\alpha .
\label{best}
\end{equation}

Put $b=1/r_0^2$ and $s=2\alpha+b$. Equation~\eqref{short} contains $uu''-u'^2=u^2(\ln u)''=-u^2(r^{-2}+2\alpha)$, and $f'=-2brf$. With $W'=Z/r^2$,
\begin{equation}
D=N^2\int_0^\infty\left[2Z+2b(r+2\alpha r^3)\right]e^{-sr^2}dr .
\end{equation}
The integrals of $1$, $r$ and $r^3$ with this weight are $\frac12\sqrt{\pi/s}$, $1/(2s)$ and $1/(2s^2)$, so
\begin{equation}
D=N^2\left[Z\sqrt{\frac{\pi}{s}}+\frac bs+\frac{2\alpha b}{s^2}\right].
\end{equation}
Differentiate with respect to $b$, using $ds/db=1$:
\begin{align}
\frac1{N^2}\frac{dD}{db}&=-\frac{Z\sqrt\pi}{2s^{3/2}}+\frac{2\alpha}{s^2}+\frac{2\alpha(2\alpha-b)}{s^3}\nonumber\\
&=\frac1{s^3}\left(8\alpha^2-\tfrac12Z\sqrt\pi\,s^{3/2}\right),
\end{align}
since $2\alpha s+2\alpha(2\alpha-b)=8\alpha^2$. The derivative changes once from positive to negative, at $s^{3/2}=16\alpha^2/(Z\sqrt\pi)$. This point has $b>0$ if $16\alpha^2/(Z\sqrt\pi)>(2\alpha)^{3/2}$, which is the stated condition on $\alpha$.

The energy $\frac32\alpha-2Z\sqrt{2\alpha/\pi}$ is lowest at $\alpha=8Z^2/(9\pi)$, which satisfies the condition. Then $\alpha\propto Z^2$, and Eq.~\eqref{best} gives $r_0\propto1/Z$. For $Z=1$, $\alpha=0.2829$ and $s=0.805$, so $b=0.805-0.566=0.239$ and $r_0=2.04$ bohr. For $Z=3$ the best range is 0.681 bohr.

For $Z=1$, normalization gives $N^2=4(2\alpha)^{3/2}/\sqrt\pi=0.961$, which is the delta value in bohr$^{-3}$. The short-range value is 2.384 at the best range and 2.264 at infinite range, while the exact value is 4. Because the maximum lies below 4, it is the point of least error. The errors relative to the exact value are $-76\%$, $-40\%$ and $-43\%$. The operator recovers much of the missing density, but one Gaussian is too poor for any range to give a good result.

\section{The identity in unrestricted Hartree--Fock theory}

\paragraph{Proposition.} For an atom whose occupied orbitals $u_i$ are all of s type, the identity holds at the basis limit of unrestricted Hartree--Fock theory separately for each spin:
\begin{equation}
\sum_{i\in\sigma}u_i'(0)^2=\int_0^\infty\left(2fF_\sigma-2f'\sum_{i\in\sigma}u_i'^2+\tfrac12f'''\rho_\sigma\right)dr ,
\label{uhf}
\end{equation}
\begin{equation}
F_\sigma=\frac1{r^2}\Big[(Z-Q)\rho_\sigma+\sum_{i,j\in\sigma}u_iu_jQ_{ij}\Big].
\end{equation}
Here $\rho_\sigma=\sum_{i\in\sigma}u_i^2$, $Q_{ij}(r)=\int_0^ru_iu_j\,dr'$, and $Q$ is the sum of $Q_{ii}$ over all occupied orbitals of both spins.

Each orbital is an eigenfunction of a Fock operator $h_0+J-K_\sigma$, where $h_0$ contains the kinetic energy and $-Z/r$. Lemma~2 therefore applies to each orbital, and only the commutators with $J$ and $K_\sigma$ are new. The direct potential is local, with $J'=-Q/r^2$, and enters as part of $W'$.

For exchange, let $w=1/\max(r,r')$. Integration by parts moves $A$ to the other factor with a change of sign, because the boundary term contains $u_i(0)=0$. Hence
\begin{align}
\sum_i\langle u_i|[K_\sigma,A]|u_i\rangle
&=2\sum_{ij}\iint u_iu_j(r')\,w\,u_j(r)\,(Au_i)(r)\,dr\,dr'\nonumber\\
&=\sum_{ij}\iint u_iu_j(r')\,w\,\partial_r(fu_iu_j)(r)\,dr\,dr' .
\end{align}
The second line averages over the exchange of $i$ and $j$ and uses $u_jAu_i+u_iAu_j=(fu_iu_j)'$. One more integration by parts, with $\partial_rw=-1/r^2$ for $r>r'$ and zero otherwise, yields $\int f\sum_{ij}u_iu_jQ_{ij}r^{-2}dr$. Exchange enters the Fock operator with a minus sign and $D$ carries the factor $-2$, so the contribution to $D$ is $+2$ times this integral. That is the last term of $F_\sigma$. Its part $i=j$ cancels the force of an electron on itself.

\section{The lithium atom}

The spin density of the Li $^2$S atom is the difference of Eq.~\eqref{uhf} for the two spins. A reference at the unrestricted Hartree--Fock level comes from 22 radial functions, Laguerre polynomials times $re^{-2r}$, with the radial integrals done numerically. The energy is $-7.43275$ hartree, and $4\pi$ times the spin density at the nucleus is 2.8236 bohr$^{-3}$. At $r_0=0.1$, 0.3, 1 and 3 bohr and at infinity the short-range values lie between 2.8234 and 2.8235, as Eq.~\eqref{uhf} requires near the basis limit. The last digit of the delta value is not converged: the basis limit is 2.82345, lower by 0.00015 or 0.005\%. Measured against that limit, the percentage errors given below move up by about 0.005, which can change their second decimal by one unit.

The spin density itself is $2.8236/4\pi=0.2247$ bohr$^{-3}$. The isotropic coupling per unit nuclear $g$ factor is
\begin{equation}
\frac{A}{h\,g_N}=\frac{2\mu_0}{3h}\,|g_e|\,\mu_B\mu_N\,\rho_s(0)
=800.2\times0.2247\ \mathrm{MHz}=179.8\ \mathrm{MHz},
\end{equation}
with the prefactor in MHz\,bohr$^3$. Electron correlation, relativity and nuclear size are left out, so this number is a reference for basis errors and not a prediction of experiment.

A smaller set of 11 pure exponentials $re^{-\zeta r}$, with $\zeta=0.5\times1.45^k$ and $k=0,\dots,10$, has an energy only $7\times10^{-6}$ hartree higher. Its delta value is 2.8333, in error by 0.34\%, whereas its short-range values at the same five ranges lie between 2.8239 and 2.8243, within 0.03\% of the reference. Thus the operator can help even when the basis functions have cusps.

The Gaussian bases have exponents $0.02\times3^k$ bohr$^{-2}$, $k=0,\dots,n-1$. The range was scanned on a logarithmic grid from 0.003 to 32 bohr. Errors of the spin density relative to the reference are:

\begin{center}
\begin{tabular}{ccccc}
$n$ & delta & $r_0=\infty$ & first maximum & its $r_0$ (bohr)\\
8 & $-26.8\%$ & $-4.85\%$ & $-1.78\%$ & 0.120\\
9 & $-15.7\%$ & $-1.58\%$ & $+0.79\%$ & 0.066\\
10 & $-9.0\%$ & $-0.43\%$ & $+1.16\%$ & 0.037\\
11 & $-5.2\%$ & $-0.06\%$ & $+0.95\%$ & 0.021\\
12 & $-2.9\%$ & $+0.06\%$ & $+0.67\%$ & 0.012
\end{tabular}
\end{center}

For $n=8$ the curve stays below the reference, as for one Gaussian, and its maximum is the best range. In MHz per unit $g_N$ the error falls from $-48$ for the delta function to $-3.2$. For the larger bases the curve crosses the reference, so some range gives zero error. Such a crossing cannot be located without knowing the answer. There are two crossings on the grid for $n=9$ to 11 and one for $n=12$. The outer crossing lies near 0.095, 0.071 and 0.095 bohr for $n=9$ to 11, beyond the first maximum, while the only crossing for $n=12$ lies near 0.007 bohr, before it. For $n=11$ the curve is nearly flat at the outer crossing, which moves to 0.102 bohr when the reference is lowered by 0.005\% to its basis limit. The error vanishes at every crossing, so where there are two, neither is better than the other. The position of the first maximum is regular. Multiplied by $\alpha_{\max}^{1/2}$ it falls only from about 0.8 to about 0.7 while $\alpha_{\max}$ grows 81-fold. This fits a rounded cusp whose width is set by the tightest Gaussian, although that reading is a scaling argument and not a proof.

A usable common range minimizes the root-mean-square relative error over all five bases. It is 0.115 bohr, with an error of 0.86\%, against 14.7\% for the delta function and 2.29\% for infinite range. For this set of bases the penalty is lopsided: 4.1\% at 0.05 bohr but 1.6\% at 0.2 bohr. The asymmetry comes from the smallest basis and is not a general rule: without $n=8$, the error at 0.05 bohr is the smaller of the two. The total density has the same best common range on this grid, with an error of 1.08\%.

The choice also carries over to bases that lie between the fitted ones. Fitted to $n=8$, 10 and 12 alone, the range is 0.120 bohr. For $n=9$ and 11 it gives an error of 0.53\%, against 11.7\% for the delta function and $[(1.58^2+0.06^2)/2]^{1/2}=1.1\%$ for infinite range. It should not be carried to smaller bases: for $n=7$ the error at 0.120 bohr is $-16.1\%$, worse than the $-13.9\%$ at infinite range.

The value 0.115 bohr is not a constant of the lithium atom. The smallest basis has the largest errors, dominates the mean and pulls the common range towards its own optimum. For $n=11$ and 12 the infinite-range operator is in error by only 0.06 to 0.07\%, and a finite range is not needed. The error changes sign between these two bases, however, so its small size is partly accidental and does not measure convergence. With another sequence of exponents, another atom or a correlated wave function, the minimization has to be repeated. Without a reference value, a variation of $D$ with $r_0$ still shows that the function is not an exact solution for one electron, by Lemma~3, or that the orbitals are not at the basis limit in Hartree--Fock theory, by Eq.~\eqref{uhf}. The size of the variation does not measure the error, however: for $n=8$ the spin value changes by less than 0.2\% beyond 0.5 bohr, where its error is nearly 5\%.
